# Spin-Off-Diagonal Fock Exchange Generated by Spin-Orbit Coupling, part 2

How does exchange in a hybrid functional change spin-orbit coupling in a nonmagnetic zinc-blende crystal? Derivations use Hartree atomic units, the example eV and nm. $\Gamma_8$ is the fourfold valence-band top, $\Gamma_7$ the split-off level.

The projector $P$ on the occupied spinors has the kernel $\rho=\rho_0+\boldsymbol\rho\cdot\boldsymbol\sigma$, with $\boldsymbol\rho$ imaginary and antisymmetric. Exchange $K^{\sigma\sigma'}=-v\rho^{\sigma\sigma'}$ enters with the fraction $a$; $v$ is $1/r$ or $\mathrm{erfc}(\omega r)/r$. In real orbitals $\phi_m$,
$$K_{m\sigma,n\sigma'}=-\sum_{lk}(ml|kn)\,\rho_{l\sigma,k\sigma'},\tag{7}$$
$$(ml|kn)=\iint\phi_m(\mathbf r)\phi_l(\mathbf r)\,v(\mathbf r-\mathbf r')\,\phi_k(\mathbf r')\phi_n(\mathbf r')\,d^3r\,d^3r'.$$

A perturbation $V$ mixes occupied $|v\rangle$ and empty $|c\rangle$, with energies $E_v<E_c$:
$$\delta P=-\sum_{vc}\frac{|c\rangle\langle c|V|v\rangle\langle v|+|v\rangle\langle v|V|c\rangle\langle c|}{E_c-E_v}.\tag{4}$$

The model has orthonormal orbitals, one $s$ and three $p$ on each atom $s$. Spin-orbit coupling is $\sum_s\lambda_s\Lambda_s$, where $\Lambda_s$ is $\mathbf L\cdot\boldsymbol\sigma$ on the $p$ shell, $(L_i)_{jk}=-i\varepsilon_{ijk}$, and, with $L_\pm=L_x\pm iL_y$,
$$\mathbf L\cdot\boldsymbol\sigma=\begin{pmatrix}L_z&L_-\\L_+&-L_z\end{pmatrix}.\tag{5}$$
First exception: with only $L_z\sigma_z$, a gap and no spin-flip mean field, $P^{\uparrow\downarrow}=K^{\uparrow\downarrow}=0$.

Only on-site, spin-vector exchange is iterated; the band parameters contain the spin-scalar exchange of the crystal without spin-orbit coupling.

**Theorem 2.** Under these assumptions, and with a gap:

(a) spin-dependent exchange has the form $\sum_s\delta\lambda_s\Lambda_s$, with $\delta\lambda_s=-aA_sb_s$, where $b_s$ is the coefficient of $\Lambda_s$ in $\rho$ and $A_s=(xx|yy)-(xy|xy)\ge0$;

(b) to linear order in spin-orbit coupling,
$$\boldsymbol\lambda_{\rm eff}=\boldsymbol\lambda+\delta\boldsymbol\lambda=(1-aA\chi)^{-1}\boldsymbol\lambda,\tag{8}$$
where $A$ is the diagonal matrix of the $A_s$, and $\chi$ is the positive semidefinite response matrix (10), provided that all eigenvalues of $aA\chi$ are below one;

(c) if the spin-off-diagonal blocks of this exchange are deleted, $\Gamma_8$ splits to first order by $\tfrac43|\sum_sw_s\delta\lambda_s|$, where $w_s$ is its $p$ weight on atom $s$.

The three-electron check in the output tests the exchange formula on random spinors; its slopes are per radian of orbital rotation.

**Lemma 4.** At a site of tetrahedral symmetry, $\boldsymbol\rho\cdot\boldsymbol\sigma$ restricted to the site's $s$ and $p$ orbitals equals $b\,\mathbf L\cdot\boldsymbol\sigma$ with real $b$.

*Proof.* Each component $\rho_j$ is an imaginary antisymmetric matrix in the orbitals. Within the $p$ shell the three matrices $L_i$ span such matrices with real coefficients, so this part is $\sum_{ij}B_{ij}L_i\sigma_j$ with real $B$. Both $\mathbf L$ and $\boldsymbol\sigma$ are axial vectors, and invariance requires $B=RBR^{T}$ for each proper rotation $R$ of the site group. The twofold rotation about $x$ reverses the sign of $B_{xy},B_{xz},B_{yx},B_{zx}$; that about $y$ reverses the sign of $B_{yz}$ and $B_{zy}$. All six therefore vanish. Threefold rotations permute the axes and make the diagonal elements equal, so $B_{ij}=b\,\delta_{ij}$.

Between $s$ and $p_i$ the element has the form $ic_{ij}\sigma_j$, with $i$ in $c_{ij}$ a polar index and $j$ an axial one. The rotations again leave $c_{ij}=c\,\delta_{ij}$. A mirror plane of the tetrahedron gives polar and axial vectors opposite relative signs, hence $c=-c=0$. The $s$-$s$ element of an antisymmetric matrix is zero. $\square$

The coefficient is found by projection. From $\mathbf L\cdot\boldsymbol\sigma=\mathbf J^2-\mathbf L^2-\mathbf S^2$ with $\mathbf S=\boldsymbol\sigma/2$, its eigenvalues are $j(j+1)-2-\tfrac34$: $+1$ for the four states with $j=\tfrac32$ and $-2$ for the two with $j=\tfrac12$. Hence $\mathrm{Tr}(\mathbf L\cdot\boldsymbol\sigma)^2=4+2\cdot4=12$ and
$$b_s=\tfrac1{12}\mathrm{Tr}(\Lambda_s\rho).\tag{9}$$

The spin-diagonal part $L_z\sigma_z$ has $\mathrm{Tr}(L_z^2)\,\mathrm{Tr}(\sigma_z^2)=2\cdot2=4$. The off-diagonal blocks thus carry $(12-4)/12=\tfrac23$ of the squared norm. Since $\mathbf L\cdot\boldsymbol\sigma$ is the same expression in any rotated frame, this share is the same for every spin axis, and no choice of axis removes the blocks.

### The exchange map, and proof of (a)

Insert $\rho=b\,\mathbf L\cdot\boldsymbol\sigma$ into (7). The spin matrices are carried along unchanged, so it suffices to insert an antisymmetric orbital matrix $M$. The orbitals on a site are a radial function times $1$, $x$, $y$ or $z$, and $v$ depends on distance alone. A reflection of one coordinate shows that an integral vanishes unless each Cartesian label occurs an even number of times.

For $j\ne n$ in the $p$ shell, two terms survive, $(l,k)=(j,n)$ and $(l,k)=(n,j)$:
$$K_{jn}=-(jj|nn)M_{jn}-(jn|jn)M_{nj}=-\left[(jj|nn)-(jn|jn)\right]M_{jn}.$$
The sign inside the bracket comes from $M_{nj}=-M_{jn}$. By rotational symmetry the bracket is the same number $A$ for all pairs. For equal outer labels, including $s$-$s$, the reflection rule requires $l=k$, and $M_{ll}=0$. Between $s$ and $p$ the integral has an odd number of Cartesian labels and vanishes. Thus exchange maps $b\,\mathbf L\cdot\boldsymbol\sigma$ to $-Ab\,\mathbf L\cdot\boldsymbol\sigma$, and the fraction $a$ gives $\delta\lambda=-aAb$.

The sign of $A$ follows from
$$\tfrac12\iint v(\mathbf r-\mathbf r')\left[\phi_x(\mathbf r)\phi_y(\mathbf r')-\phi_y(\mathbf r)\phi_x(\mathbf r')\right]^2d^3r\,d^3r'=\tfrac12\left[(xx|yy)+(yy|xx)-2(xy|xy)\right]=A .$$
The left side cannot be negative. $\square$

For the bare Coulomb kernel, $A$ can be written with the radial Slater integrals $F^0$ and $F^2$. The product of two $p$ orbitals has the angular part $(3/4\pi)n_in_j$, where $\mathbf n=\mathbf r/r$ and $n_in_j=\delta_{ij}/3+Q_{ij}$. The term $\delta_{ij}/3$ couples to $F^0$. The traceless $Q_{ij}$ is a quadrupole and couples to $F^2$ with
$$\left(\tfrac{3}{4\pi}\right)^2\tfrac{4\pi}{5}\,4\pi\,\langle Q_{ij}Q_{kl}\rangle=\tfrac95\langle Q_{ij}Q_{kl}\rangle .$$
Here $4\pi/5$ comes from integrating the second Legendre polynomial against a quadrupole, and angle brackets are averages over directions. With $\langle n_x^2n_y^2\rangle=\tfrac1{15}$, one has $\langle Q_{xx}Q_{yy}\rangle=\tfrac1{15}-\tfrac19=-\tfrac2{45}$ and $\langle Q_{xy}^2\rangle=\tfrac1{15}$. Therefore
$$(xx|yy)=F^0-\tfrac2{25}F^2,\qquad(xy|xy)=\tfrac3{25}F^2,\qquad A=F^0-\tfrac15F^2 .$$
For a Gaussian $p$ orbital of root-mean-square radius 0.15 nm, $F^0=9.083$ eV and $F^2=5.046$ eV, so $A=9.083-1.009=8.074$ eV. Direct evaluation of the orbital integrals gives the same value.

### Self-consistent response, and proof of (b)

Let $\lambda_{{\rm eff},t}$ be the total coefficient on atom $t$, so $V=\sum_t\lambda_{{\rm eff},t}\Lambda_t$. Without spin-orbit coupling $\rho$ is a spin scalar and $b_s=0$. Inserting (4) into (9), the two terms of (4) are complex conjugates of each other under the trace, and
$$b_s=-\sum_t\chi_{st}\lambda_{{\rm eff},t},\qquad \chi_{st}=\frac1{6N_k}\sum_{\mathbf k}\sum_{vc}\frac{\mathrm{Re}\,\langle v|\Lambda_s|c\rangle\langle c|\Lambda_t|v\rangle}{E_c-E_v}.\tag{10}$$
The prefactor is $2/12$, and $N_k$ is the number of wavevectors. For any real vector $x$,
$$x^T\chi x=\frac1{6N_k}\sum_{\mathbf k}\sum_{vc}\frac{|\langle c|\sum_sx_s\Lambda_s|v\rangle|^2}{E_c-E_v}\ge0 .$$
Part (a) now gives $\delta\boldsymbol\lambda=aA\chi\boldsymbol\lambda_{\rm eff}$, and $\boldsymbol\lambda_{\rm eff}=\boldsymbol\lambda+aA\chi\boldsymbol\lambda_{\rm eff}$ is solved by (8). The spin-scalar part of $\rho$ does not change at this order, because $V$ is a spin vector acting on a spin-scalar reference. $\square$

The sign has a direct meaning. Electrons adjust so as to lower their spin-orbit energy: by (10), $\sum_s\lambda_{{\rm eff},s}b_s=-\boldsymbol\lambda_{\rm eff}^T\chi\boldsymbol\lambda_{\rm eff}\le0$. Exchange then gives each $\delta\lambda_s$ the sign opposite to that of $b_s$. For $A_s>0$ the combined statement is
$$\sum_s\frac{\lambda_{{\rm eff},s}\,\delta\lambda_s}{A_s}=a\,\boldsymbol\lambda_{\rm eff}^T\chi\boldsymbol\lambda_{\rm eff}\ge0 .$$
Exchange reinforces spin-orbit coupling in this weighted sum. The sum alone does not fix the sign on each atom, since a positive semidefinite $\chi$ leaves the sign of $\chi_{st}$ with $s\ne t$ open. In the example below all elements of $\chi$ are positive, and the coupling grows on both atoms. The effect disappears for $a\to0$, and it is small when the gaps in (10) are large. If an eigenvalue of $aA\chi$ reaches one, the linear equation becomes singular and (8) no longer describes the state.

### The truncated operator, and proof of (c)

At the zone centre the nearest-neighbour model has no $s$-$p$ coupling, since the four bond directions sum to zero, and its $p$-$p$ coupling is proportional to $\delta_{ij}$. The states of $\Gamma_8$ therefore have the form $\sum_sc_s|s,\tfrac32,m\rangle$ with $|c_s|^2=w_s$. Deleting the off-diagonal blocks replaces $\delta\lambda_s\mathbf L\cdot\boldsymbol\sigma$ by $\delta\lambda_sL_z\sigma_z$, which conserves $m$.

For $m=\tfrac32$ the state is $|1{\uparrow}\rangle$, and $L_z\sigma_z$ has the value $1$. For $m=\tfrac12$ it is $\sqrt{2/3}\,|0{\uparrow}\rangle+\sqrt{1/3}\,|1{\downarrow}\rangle$, with the expectation value $\tfrac23\cdot0+\tfrac13\cdot(-1)=-\tfrac13$. The values for $-m$ are the same by time reversal. The two pairs thus separate by $\tfrac43|\sum_sw_s\delta\lambda_s|$. $\square$

The full operator has the value $1$ in all four states and raises them together. The average of the truncated one is $\tfrac12(1-\tfrac13)=\tfrac13$, so the off-diagonal blocks supply two thirds of the mean shift as well as restoring the degeneracy.

### Worked example in the regime of InSb

The inputs are round, rough values. The lattice constant is 0.65 nm. Site energies for Sb and In are $-8.0$ and $-3.3$ eV for $s$, and 0.7 and 2.9 eV for $p$. The nearest-neighbour two-centre parameters are $ss\sigma=-1.4$, $pp\sigma=2.3$ and $pp\pi=-0.6$ eV; $sp\sigma$ is 1.6 eV for $s$ on Sb with $p$ on In, and 2.0 eV for $p$ on Sb with $s$ on In. The spin-orbit inputs are $\lambda=0.30$ eV on Sb and 0.12 eV on In. Eight electrons per cell fill the eight lowest bands.

Exchange uses the HSE06 values $a=0.25$ and $\omega=0.11$ bohr$^{-1}$. Gaussian orbitals with root-mean-square radii of 0.15 nm on Sb and 0.17 nm on In give $A=4.899$ and 4.001 eV. Screening thus lowers the Sb value from 8.074 eV.

The response matrix has the elements 0.0837 (Sb-Sb), 0.0071 (Sb-In) and 0.0584 (In-In) eV$^{-1}$. On Sb, $aA\chi$ is about $0.25\cdot4.90\cdot0.0837=0.10$, so the linear equation is far from singular. It predicts $\delta\lambda=35.5$ meV on Sb and 10.0 meV on In. Iterating the exchange operator with full diagonalization gives $b=-0.02856$ and $-0.01030$, hence
$$\delta\lambda_{\rm Sb}=0.25\cdot4.899\cdot0.02856\ {\rm eV}=35.0\ {\rm meV},\qquad \delta\lambda_{\rm In}=0.25\cdot4.001\cdot0.01030\ {\rm eV}=10.3\ {\rm meV}.$$
The largest up-down matrix element of $aK$ is also 35.0 meV, in agreement with (5). With both $\lambda_s$ reduced a hundredfold, the iterated enhancements agreed with (8) within 2% of the larger one. This tests the linear law where higher orders are small. In a further test, replacing $\mathbf L\cdot\boldsymbol\sigma$ by $L_z\sigma_z$ at the original $\lambda_s$ left no element of $P^{\uparrow\downarrow}$ above $10^{-9}$, as the first exception requires.

At the zone centre, $\Gamma_8$ has the $p$ weights 0.781 on Sb and 0.219 on In. Its rise is
$$\sum_sw_s\delta\lambda_s=0.781\cdot35.0+0.219\cdot10.3=29.6\ {\rm meV}.$$
This agrees with the fall of the gap from 0.194 to 0.164 eV. The eigenvalues $1$ and $-2$ suggest a growth of the $\Gamma_8$-$\Gamma_7$ separation by $3\cdot29.6=89$ meV, if both levels are given the same weights. Diagonalization gives 91 meV, from 0.796 to 0.887 eV. These comparisons hold all band parameters and the input $\lambda_s$ fixed.

If the converged exchange operator is truncated to its spin-diagonal blocks, the formula, with the less rounded sum 29.57 meV, predicts a false splitting of $\tfrac43\cdot29.57=39.4$ meV, and diagonalization gives 39.2 meV. This is nearly a quarter of the model's gap.

### Limits of the model and the real crystal

Within the model's basis, the largest omission that was sized is exchange between atoms. With point-charge integrals, the converged density matrix and the same screening, nearest neighbours add 5.5 meV to the $\Gamma_8$-$\Gamma_7$ separation, and first and second neighbours together add 9.7 meV. That is about a tenth of the 91 meV effect, but the estimate is rough: the orbital radii exceed half the bond length of 0.28 nm, so the orbitals are far from point charges, and the numbers can be off by a factor of several. The second shell adds 4.2 meV, about three quarters of what the first adds, so these two numbers do not establish convergence with distance.

The orbital radius matters as much. The radii used here are assumed. Hartree-Fock valence $p$ orbitals of the free atoms are larger, above all on In, so on this count the model may overestimate the enhancement: free-atom orbitals, with radii of about 0.16 nm on Sb and 0.21 to 0.22 nm on In, would lower the 91 meV to about 82 meV. A radius larger by 10% lowers $A$ on Sb from 4.90 to 4.20 eV, or by 14%, and to leading order lowers $\delta\lambda_{\rm Sb}$ in the same proportion. The bare Coulomb kernel with the same fraction $a$ would raise $A$ on Sb by a factor $8.07/4.90=1.65$, so the size of the enhancement depends on the hybrid chosen.

The basis itself leaves out a channel that works the other way. With one radial function per shell, the $j=\tfrac12$ and $j=\tfrac32$ orbitals cannot take different radial shapes, and the core shells are absent. Both produce a spin-vector density matrix even on a filled shell, where the model has $b=0$. For the filled $p$ shell of Br$^-$, a two-component all-electron Hartree-Fock density with the same $a$ and $\omega$ puts this contribution at roughly 6% of the $4p$ splitting, against about 10% for the effect modelled here. It can thus be of the same order as the 91 meV and adds to it; it was not calculated for InSb.

Smaller effects are the following. Spin-orbit coupling moves 0.0044 electrons per cell from Sb to In. The accompanying change of scalar on-site exchange shifts the separation by $-0.1$ meV and the gap by $-2.7$ meV; the Hartree response to this transfer was left out. A finer wavevector grid, with 14 instead of 10 points along each edge of the sampled cube, changes the separation by 0.03 meV. On finer grids the elements of $\chi$ and the charge transfer move by up to one unit in the last digit shown, to 0.0836, 0.0072 and 0.0584 eV$^{-1}$ and 0.0045 electrons. A parabolic, nondegenerate estimate with the model's electron mass of 0.018 and its heavy-hole mass along [100] of 0.36 electron masses excites a fraction $2\times10^{-7}$ of the valence electrons at 300 K. Only the order of magnitude is meaningful, since the holes are heavier in other directions and the Fermi level lies close to the conduction band. Thermal occupation is thus negligible in $\rho$, though not in transport.

For comparison, real InSb has a gap of roughly 0.2 eV and a spin-orbit splitting of roughly 0.8 eV. The model's 0.16 and 0.89 eV lie in this regime but are not predictions, since its parameters are rough and were not fitted after exchange was added. Its electron mass is somewhat above the real one, which is between 0.01 and 0.02 electron masses. Real crystals break the restriction to on-site exchange, which moves the splitting by about 10 meV in the rough point-charge estimate. Strained or confined layers also break the tetrahedral site symmetry. Then $B_{ij}$ in Lemma 4 need not be a multiple of the unit matrix, and a splitting of $\Gamma_8$ can be physical; its size was not calculated here.

For a nonmagnetic crystal with spin-flip spin-orbit coupling between occupied and empty states, a self-consistent hybrid calculation therefore needs all four exchange blocks. The numerical output gives the remaining digits of the example.

## Computed values

```
INPUTS (rough values in the regime of InSb)
exchange fraction a = 0.25, omega = 0.11 1/bohr
lattice constant = 0.65 nm
rms orbital radius Sb, In = 0.15, 0.17 nm
lambda Sb, In = 0.3, 0.12 eV
s site energies Sb, In = -8.0, -3.3 eV
p site energies Sb, In = 0.7, 2.9 eV
ss sigma, pp sigma, pp pi = -1.4, 2.3, -0.6 eV
sp sigma (s Sb,p In), (p Sb,s In) = 1.6, 2.0 eV
THREE-ELECTRON CHECK
energy from wavefunction = 15.774245 eV
energy from exchange formula = 15.774245 eV
largest slope error without off-diagonal K = 1.851 eV
EXCHANGE COEFFICIENT
bare Coulomb, Sb: F0 = 9.083 eV, F2 = 5.046 eV
bare Coulomb, Sb: A = 8.074 eV
short-range: A Sb, In = 4.899, 4.001 eV
short-range: A Sb, radius 10% larger = 4.203 eV
SELF-CONSISTENT CRYSTAL
b Sb, In = -0.02856, -0.01030 (dimensionless)
chi Sb-Sb, Sb-In, In-In = 0.08366, 0.00708, 0.05841 1/eV
delta lambda Sb, In = 34.97, 10.30 meV
linear response: delta lambda Sb, In = 35.50, 9.97 meV
largest up-down element of aK = 34.97 meV
off-diagonal share of squared norm = 0.6667
same share for a random spin axis = 0.6667
ZONE CENTRE
Gamma8-Gamma7 without spin-dependent exchange = 0.7959 eV
Gamma8-Gamma7 with spin-dependent exchange = 0.8871 eV
change of this splitting = 91.18 meV
band gap without, with = 0.1939, 0.1643 eV
p weights of Gamma8 on Sb, In = 0.781, 0.219
false Gamma8 splitting, spin-diagonal K = 39.24 meV
same from first-order formula = 39.43 meV
NEGLECTED EFFECTS
nearest-neighbour exchange: splitting shift = 5.49 meV
with second neighbours: splitting shift = 9.69 meV
SOC-induced electron transfer to Sb = -0.00440 electrons
scalar exchange: splitting shift = -0.13 meV
scalar exchange: gap shift = -2.68 meV
finer k grid: splitting shift = 0.031 meV
electron, heavy-hole mass = 0.0180, 0.359 electron masses
excited fraction of valence electrons at 300 K = 2.0e-07
```
